# Why a cold gauge misreads a hot low-pressure chamber

A pressure gauge at room temperature, connected through a small hole to a hot chamber of very dilute gas, settles at a lower pressure than the chamber. When no net gas passes through the hole,

$$\frac{p_c}{p_h}=\sqrt{\frac{T_c}{T_h}},$$

where $p$ is pressure, $T$ is absolute temperature, and the subscripts $c$ and $h$ denote the cold gauge volume and the hot chamber. For a chamber at 820 K and a gauge at 300 K the ratio is 0.605. The gauge may measure the pressure of its own gas perfectly well. The error lies in taking that pressure to be the pressure of the chamber.

The reason is that a dilute gas balances numbers of molecules at the hole, not forces. The two sides must send equal numbers through it, and a cold molecule delivers less momentum than a hot one. Equal traffic therefore means unequal pressure.

## The model

Two volumes share a thin wall with a hole of area $A$. The walls of each volume are held at its own temperature. Four conditions define the model:

- The mean free path, the average distance between collisions, is much longer than the hole diameter, so molecules cross the hole independently. This is free-molecular flow.
- The hole is small compared with the walls, so each gas keeps the Maxwell velocity distribution of its own wall temperature.
- The gas is dilute enough to be ideal.
- The gauge volume has no pump, leak or source of gas. Its only exchange is through the hole.

Boltzmann's constant $k_B$ is written out, so the formulas hold in atomic units and in any other consistent system.

## Pressure and traffic from one distribution

Let $n$ be the number of molecules per volume and $m$ the mass of one molecule. Take the $z$ axis perpendicular to the wall. The fraction of molecules with $z$ velocity between $v$ and $v+dv$ is $g(v)\,dv$, with

$$g(v)=\sqrt{\frac{a}{\pi}}\;e^{-av^2},\qquad a=\frac{m}{2k_BT}.$$

The prefactor makes the total fraction one, because $\int_{-\infty}^{\infty}e^{-av^2}dv=\sqrt{\pi/a}$.

Molecules with velocity $v>0$ that reach an area $A$ within a time $dt$ come from a layer of thickness $v\,dt$. Their number is $n\,g(v)\,dv\,A\,v\,dt$. Dividing by $A\,dt$ and adding all positive velocities gives the one-way flux, the number of arrivals per area and time:

$$\Phi=n\sqrt{\frac{a}{\pi}}\int_0^\infty v\,e^{-av^2}dv .$$

Since $v\,e^{-av^2}$ is the derivative of $-e^{-av^2}/(2a)$, the integral is $1/(2a)$. Hence

$$\Phi=\frac{n}{2\sqrt{\pi a}}=n\sqrt{\frac{k_BT}{2\pi m}} .$$

The pressure follows from the same arrivals, each weighted with its momentum $mv$. The arriving molecules deliver

$$n\,m\sqrt{\frac{a}{\pi}}\int_0^\infty v^2e^{-av^2}dv .$$

To find this integral, differentiate $\int_0^\infty e^{-av^2}dv=\tfrac12\sqrt{\pi}\,a^{-1/2}$ with respect to $a$ and change the sign. The result is $\tfrac14\sqrt{\pi}\,a^{-3/2}$. The arriving molecules thus contribute $nm/(4a)=\tfrac12nk_BT$. The molecules leaving the wall have the same distribution with the direction reversed, and their recoil contributes the same amount again. The sum is

$$p=nk_BT .$$

Replacing $n$ by $p/(k_BT)$ in the flux gives the form needed here:

$$\Phi=\frac{p}{k_BT}\sqrt{\frac{k_BT}{2\pi m}}=\frac{p}{\sqrt{2\pi mk_BT}} .$$

At a given pressure, a hotter gas sends fewer molecules to the wall. Its molecules are faster, but at fixed pressure its density falls as $1/T$ while the speed grows only as $\sqrt T$.

## The balance at the hole

The streams in the two directions do not disturb each other, because collisions in the hole are rare. The net flow vanishes when the fluxes are equal:

$$\frac{p_h}{\sqrt{2\pi mk_BT_h}}=\frac{p_c}{\sqrt{2\pi mk_BT_c}} .$$

The factor $\sqrt{2\pi mk_B}$ is common to both sides. Cancelling it and multiplying both sides by $\sqrt{T_c}$ gives

$$p_c=p_h\sqrt{\frac{T_c}{T_h}} .$$

The mass has dropped out. In a mixture each species balances separately with the same ratio, and so the total pressure obeys it too.

The ratio $p/\Phi=\sqrt{2\pi mk_BT}$ is the momentum transferred per wall encounter, arrival and recoil together. Both volumes have the same number of encounters per area and time. In the cold volume each encounter is softer by the factor $\sqrt{T_c/T_h}$, and this is the whole pressure difference.

The densities go the other way. From $n=p/(k_BT)$,

$$\frac{n_c}{n_h}=\frac{p_c}{p_h}\,\frac{T_h}{T_c}=\sqrt{\frac{T_c}{T_h}}\,\frac{T_h}{T_c}=\sqrt{\frac{T_h}{T_c}} .$$

The cold gas is denser, because slow molecules must be more numerous to reach the hole equally often. It is not dense enough to make the pressures equal, which would take a density ratio of $T_h/T_c$.

## Why the pressure difference drives no flow

A higher pressure on one side seems to call for a flow towards the other. That expectation comes from a gas in which molecules collide often and push each other along. In the free-molecular hole a molecule crosses because its own path leads there, and nothing pushes it.

Suppose the two pressures start equal. The flux at equal pressure varies as $1/\sqrt T$, so the cold side sends more molecules than it receives, by the factor $\sqrt{T_h/T_c}$. The gauge volume loses gas and its pressure falls.

The approach to balance follows from counting. A gauge volume $V$ holds $N=p_cV/(k_BT_c)$ molecules, and with $p_h$ and both temperatures held fixed,

$$\frac{V}{k_BT_c}\frac{dp_c}{dt}=A(\Phi_h-\Phi_c)=\frac{A}{\sqrt{2\pi mk_BT_c}}\,(p_c^{*}-p_c),\qquad p_c^{*}=p_h\sqrt{\frac{T_c}{T_h}} .$$

Here $\Phi_h$ has been written as the flux that a cold gas at pressure $p_c^*$ would send. Multiplying by $k_BT_c/V$ gives

$$\frac{dp_c}{dt}=-\frac{C}{V}\,(p_c-p_c^{*}),\qquad C=A\sqrt{\frac{k_BT_c}{2\pi m}} .$$

Any deviation decays as $e^{-Ct/V}$, so the balance is stable. The quantity $C$, a volume per time, is the conductance of the hole.

The final state is steady, but it is not thermal equilibrium. Fast molecules are over-represented among those that cross, since the crossing rate is weighted with $v$. Their mean energy of motion along $z$ is

$$\frac{\int_0^\infty\tfrac12mv^3e^{-av^2}dv}{\int_0^\infty v\,e^{-av^2}dv}=\frac{m}{2}\,\frac{1/(2a^2)}{1/(2a)}=\frac{m}{2a}=k_BT .$$

The two sideways directions are not weighted and contribute $\tfrac12k_BT$ each. A crossing molecule therefore carries $2k_BT$ of translational energy. With equal numbers crossing both ways, a flow of translational energy

$$P=2k_B(T_h-T_c)\,\Phi A$$

continues into the gauge volume, whose walls must carry it away. Molecules that rotate also carry rotational energy, which adds to this heat flow. The walls hold the temperatures apart, and that is what sustains the pressure difference.

## A reactor at one millitorr

Take hydrogen at 1.000 mTorr and 820 K, a diaphragm gauge at 300 K, and a round hole 2.0 mm in diameter, with area 0.0314 cm². The correction factor is

$$\sqrt{\frac{820}{300}}=1.653,$$

so the gauge settles at $1.000/1.653=0.605$ mTorr, or 0.0806 Pa. It reads 39.5 % low relative to the true chamber pressure. If the densities were equal instead, the gauge would stand at $300/820=0.366$ mTorr, so the choice of balance condition matters.

The same factor acts the other way if an operator adjusts the process until the gauge shows 1 mTorr. The chamber is then at 1.653 mTorr, 65 % above the intended value. At fixed temperature and composition the number of molecules striking a wafer is proportional to the pressure, so it too is 65 % too high.

At balance each side sends $8.64\times10^{17}$ molecules per cm² and second through the hole. Had the gauge been at 1.000 mTorr, the cold side would have sent $1.43\times10^{18}$, which is 1.653 times as many. The densities at balance are $1.18\times10^{13}$ per cm³ in the chamber and $1.95\times10^{13}$ per cm³ in the gauge. The translational part of the heat flow through the hole is 0.390 mW. At these temperatures a hydrogen molecule also carries a rotational energy of about $k_BT$, which adds about half as much again.

The balance was also tested without the closed formula for the flux. The velocity integrals were evaluated numerically, and the cold pressure was varied until the two fluxes agreed. This gave 0.6049 mTorr for hydrogen and the same for silane, as the cancellation of the mass requires.

## Following the molecules

A second test assumes neither the balance condition nor a Maxwell gas in the volumes. In a numerical experiment 20,000 molecules flew without collisions through two cubes with sides 1 and 0.6, joined by a square hole of side 0.2. The walls re-emitted each molecule diffusely, with random directions weighted by the cosine of the angle from the wall's normal and with speeds set by the wall temperature, 820 K or 300 K. All molecules started in the hot cube. Each made 1200 flights, of which the first 400 were discarded.

The cold-to-hot ratios came out as 0.993 for wall encounters per area and time, 0.606 for pressure and 1.619 for density. The small-hole model predicts 1, 0.605 and 1.653. The test allowed deviations of 3 % for the first and 4 % for the other two.

The density ratio is 2 % low, and about two thirds of this can be traced to the size of the hole. In the cold cube a fraction $0.04/2.16=1.9$ % of the flights start at the hole with hot velocities. Over the same distance they last only 0.605 times as long as cold flights. Flights from the hole are also about 1.2 times longer than the average flight, because the hole lies at the centre of a face. Together this lowers the density by about 0.9 %. In the hot cube $0.04/6=0.7$ % of the flights are cold and last 1.653 times as long over the same distance. With the same factor of about 1.2 for their length, this raises the density by about 0.5 %. The two effects lower the predicted ratio by 1.4 %, to about 1.63. The remaining 0.7 % matches the deviation of the encounter rate, which should be uniform for any hole size, and is consistent with the sampling scatter of about 0.5 % in the share of flights made in each cube. The finite hole also raises the expected pressure ratio to about 0.610, so the close match of 0.606 with 0.605 is partly a cancellation of these two effects.

## From a hole to a connecting tube

A gauge may also sit at the end of a tube whose temperature changes along its length. The law survives there if molecules collide only with the walls and the walls re-emit them diffusely. Diffuse emission means that a surface emitting $\Phi$ molecules per area and time sends $(\Phi/\pi)\cos\theta$ into each unit of solid angle at angle $\theta$ from its normal.

Suppose every surface element emits at the same rate $\Phi$. An element then sees the same stream from every direction, $\Phi/\pi$ per solid angle and per area perpendicular to the stream, whatever the temperature of the surface it comes from. Its arrival rate is

$$\int_0^{2\pi}\!d\varphi\int_0^{\pi/2}\frac{\Phi}{\pi}\cos\theta\,\sin\theta\,d\theta=2\pi\cdot\frac{\Phi}{\pi}\cdot\frac12=\Phi .$$

Each element receives as much as it emits, so a uniform encounter rate is a steady state for any shape of enclosure and any distribution of wall temperature. Applying $p=\Phi\sqrt{2\pi mk_BT}$ in the two end volumes, each at a uniform temperature, gives the square-root law again. Walls that reflect a fixed fraction of the molecules like mirrors do not change this, because a mirror turns a uniform stream into the same uniform stream. If that fraction depends on the speed of the molecules, hot and cold molecules can pass through the tube with different ease, and the law can fail.

## The opposite limit

At high pressure the mean free path is short compared with the opening, and the gas in it behaves as a continuous fluid. Consider a thin slab of this gas at rest, with area $A$ and faces at $z$ and $z+dz$. Without gravity, and with the small stresses caused by temperature gradients neglected, the forces on it are the two pressures. Rest requires

$$[p(z)-p(z+dz)]\,A=0 .$$

The pressure is then the same throughout, $p_c=p_h$, and the gauge reads the chamber pressure whatever its temperature. The misreading thus belongs to low pressure, and it fades as collisions in the opening become frequent.

The mean free path $\lambda$ marks the boundary. Treat molecules as hard spheres of diameter $d$. Two of them collide when their centres come within $d$, so a molecule sweeps out a target area $\pi d^2$. It meets others at the mean relative speed. The difference of two independent Maxwell velocities has twice the variance of one, so the mean relative speed is $\sqrt2\,\bar v$, where $\bar v$ is the mean speed. The collision rate is $\sqrt2\,\pi d^2n\bar v$, and the distance travelled per collision is

$$\lambda=\frac{\bar v}{\sqrt2\,\pi d^2n\bar v}=\frac{1}{\sqrt2\,\pi d^2n} .$$

With a rough diameter of 0.27 nm for hydrogen, $\lambda$ is about 160 mm in the gauge and 260 mm in the chamber. The effective diameter shrinks somewhat with temperature, so the real value in the chamber is closer to 300 mm. The shorter of these is about 80 times the hole diameter. The chance of a collision within one hole diameter is $1-e^{-1/80}$, or about 1 %. This indicates how rare collisions are near the hole. It is not itself the error of the pressure ratio. Silane, with an effective diameter near 0.48 nm, has a mean free path of only about 50 mm in the gauge, some 25 hole diameters.

With the same hole and temperatures, $\lambda$ in the gauge shrinks to the hole diameter at a gauge pressure of about 50 mTorr for hydrogen and about 15 mTorr for silane. Far below this the square-root law applies, and far above it the pressures become equal. The change is gradual and can extend over more than a factor of ten in pressure on either side. In between, neither formula is reliable, and the full correction factor would overcorrect a reading that is already partly right.

## What a real gauge adds

The example lies in the regime of hot-wall, ultrahigh-vacuum chemical vapour deposition of silicon, with pressures of roughly a millitorr and temperatures of roughly 800 K. The numbers are round and describe no particular reactor. One assumption that may fail is that the gas at the gauge port has the nominal chamber temperature. If it is 50 K cooler, the same reading of 0.605 mTorr implies

$$0.605\sqrt{\frac{770}{300}}=0.969\ \text{mTorr},$$

which is 3.1 % below the value inferred with 820 K. With the inputs assumed here, this is the largest of the three secondary errors estimated in this section. In a cold-wall reactor, where only the wafer and its support are hot, the gas reaching the port may come mainly from cool walls. Inserting the wafer temperature would then correct for an error that is largely absent. Likewise $T_c$ is the temperature of the gauge itself, which exceeds room temperature if the gauge is heated.

Two smaller effects arise inside the gauge. The first is that a hydrogen molecule does not reach the wall temperature in one encounter. Let each encounter remove a fraction $\alpha$ of its excess energy; $\alpha=0.3$ is a rough value for hydrogen on metal. With 50 cm² of gauge wall, the chance of leaving per encounter is the area ratio $f=1/1592$. After $k$ encounters a fraction $(1-f)^k$ of the molecules remains, with a fraction $(1-\alpha)^k$ of the excess. Averaged over the wall encounters of a stay, the remaining excess is

$$\frac{\sum_k(1-f)^k(1-\alpha)^k}{\sum_k(1-f)^k}=\frac{f}{1-(1-f)(1-\alpha)}\approx\frac f\alpha ,$$

where both sums are geometric series and $f\ll\alpha$. The molecules striking the wall are on average warmer than the wall by $520/(1592\times0.3)$, or about 1 K. At a fixed encounter rate $p\propto\sqrt T$, so the pressure rises by roughly half the relative change of temperature, which is between 0.1 and 0.2 %.

The second effect is water released by the gauge walls, which breaks the condition of no gas source. Take a rough rate of $10^{-8}$ Torr L/s per cm², or $5.0\times10^{-7}$ Torr L/s in total. This water must leave through the hole, whose conductance for water is 0.466 L/s. In the steady state release equals pressure times conductance, if water returning from the chamber is neglected. The water pressure is

$$\frac{5.0\times10^{-7}}{0.466}\approx1\times10^{-6}\ \text{Torr},$$

or about 0.2 % of the gauge pressure. The effect is proportional to the release rate and inversely proportional to the hole area, so a dirty gauge behind a much smaller hole could be seriously wrong.

For this example the correction $p_h=p_c\sqrt{T_h/T_c}$ removes an error of 39.5 %. If the gas temperature at the port is uncertain by about 50 K, an uncertainty of about 3 % remains from that source. This budget leaves out collisions in the connection, which make the square-root law overcorrect. For a long tube at 1 mTorr, a linearised kinetic estimate puts the overcorrection at about 0.5 % for hydrogen in a 2 mm bore, about 2 % for hydrogen in a 10 mm bore, and 3.5 to 5 % for silane in a 10 mm bore. With a wide gauge tube and a heavy gas it can therefore exceed the temperature uncertainty. The values used here are collected in the numerical output below.

## Numbers as computed

```
Chamber temperature: 820 K
Gauge temperature: 300 K
True chamber pressure: 1.000 mTorr
Aperture diameter: 2.0 mm
Aperture area: 0.0314 cm2
Gauge pressure, square-root law: 0.6049 mTorr
Gauge pressure, converted: 0.0806 Pa
Gauge pressure, integrals, H2: 0.6049 mTorr
Gauge pressure, integrals, SiH4: 0.6049 mTorr
Gauge reads low by: 39.5 %
Correction factor sqrt(T_hot/T_cold): 1.6533
Chamber pressure if gauge shows 1 mTorr: 1.653 mTorr
Equal-density guess for gauge: 0.3659 mTorr
H2 flux from hot side: 8.6396e+17 1/(cm2 s)
H2 flux from cold side, balanced: 8.6396e+17 1/(cm2 s)
Cold flux if pressures equal: 1.4284e+18 1/(cm2 s)
H2 density, hot side: 1.1776e+13 1/cm3
H2 density, cold side: 1.9469e+13 1/cm3
Heat flow through aperture: 0.390 mW
Followed molecules, hit rate cold/hot: 0.993
Followed molecules, pressure cold/hot: 0.606
Followed molecules, density cold/hot: 1.619
Rough H2 diameter: 0.27 nm
Mean free path, cold side: 159 mm
Mean free path, hot side: 262 mm
Mean free path / aperture diameter, cold: 79
Collision chance within one diameter: 1.3 %
Gauge pressure where path = diameter: 48 mTorr
Assumed gas-temperature error: 50 K
Inferred pressure lower by, cooler gas: 3.1 %
Gauge wall area: 50 cm2
Wall hits per stay in gauge: 1592
Rough accommodation coefficient: 0.3
Gas in gauge warmer than wall by: 1.09 K
Gauge pressure raised by, warmer gas: 0.18 %
Rough water outgassing: 1e-08 Torr L/(s cm2)
Total water outgassing: 5.0e-07 Torr L/s
Aperture conductance for water: 0.466 L/s
Water pressure in gauge: 0.00107 mTorr
Gauge pressure raised by, water: 0.18 %
```
